# Tunnelling masses and contact resistivity on (100) and (111) silicon: verification in Python

```python
"""
Tunnelling from a metal into the six conduction valleys of silicon.
Result under test: for interface normal n and valley axis a, the tunnelling
mass is m_v = 1/(n.M^-1.n), with M the mass tensor (m_l along a, m_t across).
On (111) all six valleys have m_v = 3/(1/m_l + 2/m_t); on (100) four have m_t
and two have m_l. The WKB exponent S scales as sqrt(m_v).
For the depletion barrier V = Vb (1 - x/W)^2 and normal energy E,
S = [sqrt(Vb(Vb-E)) - E ln((sqrt(Vb)+sqrt(Vb-E))/sqrt(E))] / E00,
E00 = (hbar q/2) sqrt(N/(m_v eps)).
Units: eV, nm, masses in free-electron masses. zeta = Fermi level above the
bulk band edge, phi_B = barrier seen from the metal, Vb = phi_B + zeta.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit

HB = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # hbar^2/(2 m0), eV nm^2
COUL = sc.e / sc.epsilon_0 * 1e9                  # e^2/eps0, eV nm
G0 = 2 * sc.e**2 / sc.h                           # S, both spins

# Inputs (rough typical values)
m_l, m_t = 0.916, 0.19
phi_B, N_cm, eps_r = 0.60, 1e20, 11.7
alpha_np = 0.5            # nonparabolicity, 1/eV
a_lat, k0_frac = 0.543, 0.85
E_metal = 5.0             # normal kinetic energy in the model metal, eV
temperature = 300.0

N = N_cm * 1e-21
K = COUL * N / eps_r                              # barrier curvature, eV/nm^2
m_dos = (m_l * m_t**2) ** (1 / 3)
zeta = HB * (3 * np.pi**2 * N / 6) ** (2 / 3) / m_dos
Vb = phi_B + zeta
W = np.sqrt(2 * Vb / K)

axes = np.eye(3)
n100 = np.array([1.0, 0.0, 0.0])
n111 = np.ones(3) / np.sqrt(3)


def mass_tensor(axis):
    return m_t * np.eye(3) + (m_l - m_t) * np.outer(axis, axis)


def mass_formula(n, axis):
    c2 = np.dot(n, axis) ** 2
    return 1 / (c2 / m_l + (1 - c2) / m_t)


def mode_mass(m):
    return np.sqrt(m_l * m_t**2 / m)


def E00(m):
    return np.sqrt(HB * K / (2 * m))


def exponent(E, m, top=Vb):
    """Closed-form WKB exponent; zero above the barrier top."""
    E = np.asarray(E, dtype=float)
    e = np.minimum(E, top)
    root = np.sqrt(top - e)
    log = np.log((np.sqrt(top) + root) / np.sqrt(e))
    return (np.sqrt(top) * root - e * log) / E00(m)


def barrier(x):
    return Vb * (1 - x / W) ** 2


def decay_from_dispersion(inv_mass, n, k_par, kinetic):
    """Imaginary part of the normal wavevector from the full 3D dispersion."""
    quadratic = [n @ inv_mass @ n, 2 * n @ inv_mass @ k_par,
                 k_par @ inv_mass @ k_par - kinetic / HB]
    return np.max(np.abs(np.roots(quadratic).imag))


def plane_basis(n):
    return np.linalg.svd(n.reshape(1, 3))[2][1:]


# --- masses and exponents against the complex roots of the 3D dispersion ---
gl_x, gl_w = np.polynomial.legendre.leggauss(40)
s_nodes, s_weights = (gl_x + 1) / 2, gl_w / 2
for n in (n100, n111, np.array([1.0, 2.0, 3.0]) / np.sqrt(14)):
    basis = plane_basis(n)
    for axis in axes:
        M = mass_tensor(axis)
        inv_M = np.linalg.inv(M)
        m = mass_formula(n, axis)
        kappa = decay_from_dispersion(inv_M, n, np.zeros(3), -0.4)
        assert abs(HB * kappa**2 / 0.4 / m - 1) < 1e-9
        M_plane = basis @ M @ basis.T
        for c in (np.zeros(2), np.array([0.15, -0.10])):
            E_perp = HB * c @ np.linalg.inv(M_plane) @ c
            E_n = zeta - E_perp
            assert E_n > 0
            x_turn = W * (1 - np.sqrt(E_n / Vb))
            total = 0.0
            for s, w in zip(s_nodes, s_weights):
                x = x_turn * (1 - s * s)
                kap = decay_from_dispersion(inv_M, n, c @ basis,
                                            zeta - barrier(x))
                total += w * 2 * kap * 2 * x_turn * s
            assert abs(total / exponent(E_n, m) - 1) < 1e-5

m111 = mass_formula(n111, axes[0])
masses100 = [1 / (n100 @ np.linalg.inv(mass_tensor(a)) @ n100) for a in axes]
masses111 = [1 / (n111 @ np.linalg.inv(mass_tensor(a)) @ n111) for a in axes]
assert np.allclose(masses100, [m_l, m_t, m_t])
assert np.allclose(masses111, 3 / (1 / m_l + 2 / m_t))
wrong_mass = n111 @ mass_tensor(axes[0]) @ n111

# --- orientation sum rule and extremal property of (111) ---
rng = np.random.default_rng(1)
for _ in range(500):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    inv = [n @ np.linalg.inv(mass_tensor(a)) @ n for a in axes]
    assert abs(sum(inv) - 3 / m111) < 1e-9
    assert 1 / max(inv) <= m111 + 1e-12

# --- small-energy limit of the exponent ---
assert abs(exponent(1e-9, m_t) * E00(m_t) / Vb - 1) < 1e-6

# --- contact resistivity ---
valleys = {"100": [(4, m_t), (2, m_l)], "111": [(6, m111)]}
e_x, e_w = np.polynomial.legendre.leggauss(120)
E_nodes, E_weights = zeta * (e_x + 1) / 2, zeta * e_w / 2


def valley_conductance(m, S, weights):
    """Conductance per area of one valley, S/nm^2."""
    return G0 * mode_mass(m) / (4 * np.pi * HB) * np.sum(weights * np.exp(-S))


def resistivity(face, S_function, weights=E_weights):
    g = sum(count * valley_conductance(m, S_function(m), weights)
            for count, m in valleys[face])
    return 1 / (g * 1e14)                         # ohm cm^2


# brute sum over in-plane wavevectors, straight from the inverse mass tensor
cells = 600
k_max = 1.05 * np.sqrt(m_l * zeta / HB)
dk = 2 * k_max / cells
k_line = -k_max + dk * (np.arange(cells) + 0.5)
kx, ky = np.meshgrid(k_line, k_line)
for n, axis in ((n111, axes[0]), (n100, axes[0]), (n100, axes[1])):
    basis = plane_basis(n)
    inv_M = np.linalg.inv(mass_tensor(axis))
    k = np.stack([kx.ravel(), ky.ravel()], axis=1) @ basis
    kWk = np.einsum("ij,jl,il->i", k, inv_M, k)
    E_n = zeta - HB * (kWk - (k @ inv_M @ n) ** 2 / (n @ inv_M @ n))
    m = mass_formula(n, axis)
    brute = G0 * np.sum(np.exp(-exponent(E_n[E_n > 0], m)))
    brute *= dk**2 / (2 * np.pi) ** 2
    reduced = valley_conductance(m, exponent(E_nodes, m), E_weights)
    assert abs(brute / reduced - 1) < 5e-3        # grid error at the rim

rho = {f: resistivity(f, lambda m: exponent(E_nodes, m)) for f in valleys}


# --- true transmission from the Schroedinger equation ---
def transmission(m, scale=1.0):
    """scale multiplies all masses: large scale is the semiclassical limit."""
    hb = HB / scale
    k_s, k_m = np.sqrt(m * zeta / hb), np.sqrt(E_metal / hb)
    sol = solve_ivp(
        lambda x, y: [y[1], m / hb * (barrier(x) - zeta) * y[0]],
        (W, 0), np.array([1.0, 1j * k_s]), method="DOP853",
        rtol=1e-9, atol=1e-11)
    psi, dpsi = sol.y[:, -1]
    incoming = (psi + dpsi / (1j * m * k_m)) / 2
    return k_s / m / (k_m * abs(incoming) ** 2)


for m in (m_t, m111, m_l):
    r = np.sqrt(phi_B / (m * E_metal))
    predicted = -5 * exponent(zeta, m) + np.log(4 * r / (1 + r * r))
    # next WKB correction is a few hundredths in ln T here
    assert abs(np.log(transmission(m, 25.0)) - predicted) < 0.15

# --- neglected effects, one at a time ---
x_cells = 6000
x_grid = W * (np.arange(x_cells) + 0.5) / x_cells


def numerical_exponent(E, m, image=False, alpha=0.0):
    V = barrier(x_grid)
    if image:
        V = V - COUL / (16 * np.pi * eps_r * x_grid)
    u = np.maximum(V[None, :] - np.atleast_1d(E)[:, None], 0)
    action = np.sum(np.sqrt(u * (1 - alpha * u)), axis=1) * W / x_cells
    return 2 * np.sqrt(m / HB) * action


assert np.allclose(numerical_exponent(E_nodes, m111),
                   exponent(E_nodes, m111), rtol=1e-3)
rho_image = {f: resistivity(
    f, lambda m: numerical_exponent(E_nodes, m, image=True)) for f in valleys}
rho_np = {f: resistivity(
    f, lambda m: numerical_exponent(E_nodes, m, alpha=alpha_np))
    for f in valleys}
field = 2 * Vb / W
lowering = np.sqrt(COUL * field / (4 * np.pi * eps_r))

kT = sc.k * temperature / sc.e


def electron_density(level):
    integral = quad(lambda t: 2 * t * t * expit((level - t * t) / kT),
                    0, 1.2, limit=200)[0]
    return 6 * (m_dos / HB) ** 1.5 / (2 * np.pi**2) * integral


zeta_T = brentq(lambda z: electron_density(z) - N, -0.3, 0.3)
top_T = phi_B + zeta_T
dE = (top_T + 0.6) / 40000
E_T = dE * (np.arange(40000) + 0.5)
rho_T = {f: resistivity(f, lambda m: exponent(E_T, m, top_T),
                        dE * expit((zeta_T - E_T) / kT)) for f in valleys}


def exponent_with_tail(m):
    """Degenerate electrons screen the foot of the barrier."""
    f = lambda t: 2 * t * t / np.sqrt(2 * K * (t * t + 0.6 * zeta))
    return 2 * np.sqrt(m / HB) * quad(f, 0, np.sqrt(phi_B))[0]


def metal_energy(n, axis):
    """Least free-electron energy that supplies the valley's k in the plane."""
    best = np.inf
    for h in range(-3, 4):
        for k in range(-3, 4):
            for l in range(-3, 4):
                if h % 2 == k % 2 == l % 2:
                    q = k0_frac * axis + np.array([h, k, l])
                    q = q - n * (n @ q)
                    best = min(best, q @ q)
    return HB * best * (2 * np.pi / a_lat) ** 2


S4, S6, S2 = (float(exponent(zeta, m)) for m in (m_t, m111, m_l))
print(f"m_l, m_t = {m_l}, {m_t} m0; eps_r = {eps_r}")
print(f"phi_B = {phi_B:.2f} eV; N = {N_cm:.1e} cm^-3")
print("(100) masses per axis pair (m0):", np.round(masses100, 4))
print("(111) masses per axis pair (m0):", np.round(masses111, 4))
print(f"wrong projection n.M.n on (111) = {wrong_mass:.4f} m0")
print(f"exponent ratio (111)/(100) light = {np.sqrt(m111 / m_t):.4f}")
print(f"exponent ratio (111)/(100) heavy = {np.sqrt(m111 / m_l):.4f}")
print(f"zeta at 0 K = {zeta * 1e3:.1f} meV; Vb = {Vb:.4f} eV")
print(f"depletion width W = {W:.3f} nm")
for name, m, S in (("100 light", m_t, S4), ("111", m111, S6),
                   ("100 heavy", m_l, S2)):
    print(f"{name}: E00 = {E00(m) * 1e3:.1f} meV, Vb/E00 = {Vb / E00(m):.3f}")
    print(f"{name}: S at Fermi level = {S:.3f}, exp(-S) = {np.exp(-S):.3e}")
    print(f"{name}: mode-counting mass = {mode_mass(m):.4f} m0")
print(f"exp(S111 - S100light) = {np.exp(S6 - S4):.3f}")
sum100 = 4 * mode_mass(m_t) + 2 * mode_mass(m_l)
print(f"mode mass, 4 light (100) valleys = {4 * mode_mass(m_t):.3f} m0")
print(f"mode mass, all six: (100) {sum100:.3f}, "
      f"(111) {6 * mode_mass(m111):.3f} m0")
heavy = 2 * valley_conductance(m_l, exponent(E_nodes, m_l), E_weights)
print(f"heavy-valley share of (100) conductance = "
      f"{100 * heavy * 1e14 * rho['100']:.2f} %")
for label, r in (("model, 0 K", rho), ("with image force", rho_image),
                 ("nonparabolic", rho_np), ("at 300 K", rho_T)):
    print(f"rho_c {label}: (100) {r['100']:.2e}, (111) {r['111']:.2e} ohm cm^2")
    print(f"   ratio (111)/(100) = {r['111'] / r['100']:.3f}")
print(f"peak field = {field * 10:.2f} MV/cm")
print(f"image lowering estimate = {lowering:.3f} eV")
print(f"nonparabolicity used = {alpha_np} 1/eV")
print(f"zeta at 300 K = {zeta_T * 1e3:.1f} meV; kT = {kT * 1e3:.1f} meV")
for name, m in (("100 light", m_t), ("111", m111), ("100 heavy", m_l)):
    S_im = numerical_exponent(zeta, m, image=True)[0]
    S_np = numerical_exponent(zeta, m, alpha=alpha_np)[0]
    print(f"{name}: S image {S_im:.3f}, nonparabolic {S_np:.3f}, "
          f"tail {exponent_with_tail(m):.3f}")
    print(f"{name}: Schroedinger transmission = {transmission(m):.3e}")
print(f"Schroedinger T ratio 100 light/111 = "
      f"{transmission(m_t) / transmission(m111):.3f}")
print(f"model metal: mass 1 m0, normal energy {E_metal:.1f} eV")
print(f"mean donor spacing N^(-1/3) = {N ** (-1 / 3):.2f} nm")
print(f"metal energy for in-plane k: (100) light "
      f"{metal_energy(n100, axes[1]):.2f} eV")
print(f"   (100) heavy {metal_energy(n100, axes[0]):.2f} eV, "
      f"(111) {metal_energy(n111, axes[0]):.2f} eV")
print("all tests passed")
```

It prints:

```
m_l, m_t = 0.916, 0.19 m0; eps_r = 11.7
phi_B = 0.60 eV; N = 1.0e+20 cm^-3
(100) masses per axis pair (m0): [0.916 0.19  0.19 ]
(111) masses per axis pair (m0): [0.2582 0.2582 0.2582]
wrong projection n.M.n on (111) = 0.4320 m0
exponent ratio (111)/(100) light = 1.1658
exponent ratio (111)/(100) heavy = 0.5309
zeta at 0 K = 74.1 meV; Vb = 0.6741 eV
depletion width W = 2.953 nm
100 light: E00 = 124.5 meV, Vb/E00 = 5.414
100 light: S at Fermi level = 4.055, exp(-S) = 1.734e-02
100 light: mode-counting mass = 0.4172 m0
111: E00 = 106.8 meV, Vb/E00 = 6.311
111: S at Fermi level = 4.727, exp(-S) = 8.854e-03
111: mode-counting mass = 0.3579 m0
100 heavy: E00 = 56.7 meV, Vb/E00 = 11.887
100 heavy: S at Fermi level = 8.903, exp(-S) = 1.360e-04
100 heavy: mode-counting mass = 0.1900 m0
exp(S111 - S100light) = 1.959
mode mass, 4 light (100) valleys = 1.669 m0
mode mass, all six: (100) 2.049, (111) 2.147 m0
heavy-valley share of (100) conductance = 0.11 %
rho_c model, 0 K: (100) 4.91e-08, (111) 8.07e-08 ohm cm^2
   ratio (111)/(100) = 1.644
rho_c with image force: (100) 2.34e-08, (111) 3.41e-08 ohm cm^2
   ratio (111)/(100) = 1.458
rho_c nonparabolic: (100) 3.29e-08, (111) 5.09e-08 ohm cm^2
   ratio (111)/(100) = 1.544
rho_c at 300 K: (100) 3.93e-08, (111) 5.99e-08 ohm cm^2
   ratio (111)/(100) = 1.522
peak field = 4.57 MV/cm
image lowering estimate = 0.237 eV
nonparabolicity used = 0.5 1/eV
zeta at 300 K = 65.3 meV; kT = 25.9 meV
100 light: S image 3.332, nonparabolic 3.709, tail 4.275
100 light: Schroedinger transmission = 4.306e-02
111: S image 3.884, nonparabolic 4.324, tail 4.984
111: Schroedinger transmission = 2.060e-02
100 heavy: S image 7.316, nonparabolic 8.144, tail 9.387
100 heavy: Schroedinger transmission = 1.926e-04
Schroedinger T ratio 100 light/111 = 2.090
model metal: mass 1 m0, normal energy 5.0 eV
mean donor spacing N^(-1/3) = 2.15 nm
metal energy for in-plane k: (100) light 3.69 eV
   (100) heavy 0.00 eV, (111) 2.46 eV
all tests passed
```
